# Weak-disorder expansion of the Kohn-Luttinger density matrix for Bloch bands, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one band to many

### The result

Independent electrons move in a crystal with weak static impurities, described by a potential $\lambda U$, and a weak uniform electric field $\mathbf E$ drives them. Let $G(\mathbf k)$ be the part of the density matrix that is linear in the field, averaged over impurity positions. Averaging restores translation symmetry, so $G$ is diagonal in $\mathbf k$, but it is still a matrix in the band indices $\alpha,\beta$. For small $\lambda$ and bands that do not touch,

$$G_{\alpha\alpha}(\mathbf k)=\lambda^{-2}F_\alpha(\mathbf k)+\dots,\qquad G_{\alpha\beta}(\mathbf k)=\frac{-i}{\varepsilon_\alpha-\varepsilon_\beta}\left[D_{\alpha\beta}-J_{\alpha\beta}(F)\right]+\dots\quad(\alpha\neq\beta).$$

Here $F$ solves the linearized Boltzmann equation with golden-rule rates, $D$ is the driving term of the field, and $J$ is the collision operator with the factor $\lambda^2$ taken out. The band-diagonal part starts at order $\lambda^{-2}$ and the band-off-diagonal part at order $\lambda^0$. The latter has two sources of equal order: the field mixes bands directly, and impurities turn the large Boltzmann distribution into interband coherence.

"Off-diagonal" here refers to the band index. Elements off-diagonal in $\mathbf k$ exist in each single sample, start at order $\lambda^{-1}$, and average to zero. The dots in the band-diagonal part include terms of order $\lambda^{-1}$ and $\lambda^0$, so the band-off-diagonal part does not contain every zeroth-order effect.

Hartree atomic units are used, with $\hbar=e=1$ and electron charge $-1$.

### Entry 1. The linear equation

The force on an electron is $-\mathbf E$, so its potential energy in the field is $+\mathbf E\cdot\mathbf r$. The field is switched on slowly, as $e^{st}$ with $s>0$:

$$H_{\rm tot}=H+\mathbf E\cdot\mathbf r\,e^{st},\qquad H=H_0+\lambda U.$$

Before the field acts, the density matrix is $\rho_0=f(H)$, with $f$ the Fermi function. It commutes with $H$. Write the density matrix as $\rho_0+g\,e^{st}$ and keep terms linear in $\mathbf E$ in $i\dot\rho=[H_{\rm tot},\rho]$:

$$is\,g=[H,g]+[\mathbf E\cdot\mathbf r,\rho_0].$$

Multiplying by $-i$ and moving the first commutator to the left gives

$$s\,g+i[H_0,g]+i\lambda[U,g]=D,\qquad D=-i[\mathbf E\cdot\mathbf r,\rho_0].$$

This equation is linear in $g$, and nothing has yet been assumed about $\lambda$. Three limits will be taken in a fixed order: first infinite volume, so that sums over $\mathbf k$ become integrals; then $s$ much smaller than the scattering rate; then the leading powers of $\lambda$.

### Entry 2. One band

Take a single band $\varepsilon_{\mathbf k}$ with no internal structure. The position operator acts on amplitudes $\psi(\mathbf k)$ as $i\partial_{\mathbf k}$. To lowest order in $\lambda$, $\rho_0$ is multiplication by $f_{\mathbf k}=f(\varepsilon_{\mathbf k})$, and

$$[\mathbf r,\rho_0]\psi=i\partial_{\mathbf k}(f\psi)-f\,i\partial_{\mathbf k}\psi=i(\partial_{\mathbf k}f)\psi .$$

Hence $D_{\mathbf k}=-i\cdot i\,\mathbf E\cdot\partial_{\mathbf k}f=\mathbf E\cdot\partial_{\mathbf k}f$.

The impurity potential has zero mean, since a constant can be absorbed in the energy origin. Its second moment is $\langle|U_{\mathbf k\mathbf k'}|^2\rangle=W_{\mathbf k\mathbf k'}/\Omega$ in a volume $\Omega$. Split $g=G+h$, where $G$ is the average and $h$ is the rest, with $\langle h\rangle=0$.

For $\mathbf k\neq\mathbf k'$ the commutator of $U$ with the diagonal matrix $G$ is

$$[U,G]_{\mathbf k\mathbf k'}=U_{\mathbf k\mathbf k'}(G_{\mathbf k'}-G_{\mathbf k}).$$

Keeping this as the source of $h$, one finds

$$h_{\mathbf k\mathbf k'}=-i\lambda\,\frac{U_{\mathbf k\mathbf k'}(G_{\mathbf k'}-G_{\mathbf k})}{s+i(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k'})}.$$

The average of the linear equation is $sG_{\mathbf k}+i\lambda\langle[U,h]_{\mathbf k\mathbf k}\rangle=D_{\mathbf k}$. The commutator has two terms, $U_{\mathbf k\mathbf k'}h_{\mathbf k'\mathbf k}$ and $-h_{\mathbf k\mathbf k'}U_{\mathbf k'\mathbf k}$. With $i\lambda\cdot(-i\lambda)=\lambda^2$, both carry the difference $G_{\mathbf k}-G_{\mathbf k'}$ with a plus sign:

$$i\lambda\langle[U,h]_{\mathbf k\mathbf k}\rangle=\frac{\lambda^2}{\Omega}\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(G_{\mathbf k}-G_{\mathbf k'})\left[\frac{1}{s+i(\varepsilon_{\mathbf k'}-\varepsilon_{\mathbf k})}+\frac{1}{s+i(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k'})}\right].$$

The bracket equals $2s/[s^2+(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k'})^2]$, which tends to $2\pi\delta(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k'})$ once the sum is an integral. Therefore

$$sG_{\mathbf k}+\frac{2\pi\lambda^2}{\Omega}\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\,\delta(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k'})(G_{\mathbf k}-G_{\mathbf k'})=\mathbf E\cdot\partial_{\mathbf k}f .$$

At $s\to0$ this is the linearized Boltzmann equation. The right side does not depend on $\lambda$ and the operator on the left is proportional to $\lambda^2$, so $G=\lambda^{-2}F$. Weak scattering gives a large response because the field acts for a long time between collisions. The formula for $h$ then shows that elements off-diagonal in $\mathbf k$ are of order $\lambda\cdot\lambda^{-2}=\lambda^{-1}$.

**Limit: the order of $s$ and $\lambda$.** Let the band be isotropic and $W$ constant. The driving term is odd in $\mathbf k$, so the sum over $G_{\mathbf k'}$ vanishes and

$$G_{\mathbf k}=\frac{\mathbf E\cdot\partial_{\mathbf k}f}{s+1/\tau},\qquad \frac1\tau=\frac{2\pi\lambda^2W}{\Omega}\sum_{\mathbf k'}\delta(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k'}).$$

For $s\ll1/\tau$ this is of order $\lambda^{-2}$. For $s\gg1/\tau$ it becomes $\mathbf E\cdot\partial_{\mathbf k}f/s$, the free acceleration of the electrons, with no inverse power of $\lambda$. The law $\lambda^{-2}$ thus belongs to the static limit taken at fixed $\lambda$.

### Entry 3. What was dropped from $h$

The full equation for $h$ also contains $i\lambda([U,h]-\langle[U,h]\rangle)$ and the impurity-dependent part of $D$. The latter is of order $\lambda$. It enters the averaged equation through one more factor $\lambda U$, at order $\lambda^2$, while the terms kept there are of order $\lambda^0$. The average of $D$ itself also changes at order $\lambda^2$.

The term with $[U,h]$ generates higher moments of $U$. The third moment adds a collision term of order $\lambda^3$; acting on $\lambda^{-2}F$ it gives order $\lambda$ and forces a correction $\lambda^{-1}$ in $G$. For Gaussian disorder it vanishes. At fourth order, denominators can repeat. With $x$ an energy difference and $Q(x)$ a smooth function that vanishes at the ends of the range, the identity $(s+ix)^{-2}=i\,\frac{d}{dx}(s+ix)^{-1}$ and one integration by parts give

$$\int dx\,\frac{Q(x)}{(s+ix)^2}=-i\int dx\,\frac{Q'(x)}{s+ix},$$

which stays finite as $s\to0$. Such a term is then smaller than the golden-rule term by a factor of order $\lambda^2$, provided that the density of states and the matrix elements vary little over an energy $1/\tau$.

This estimate does not cover the interference of a scattering path with its reverse. In two dimensions, if $H$ is symmetric under time reversal, that interference produces corrections whose size grows as $|\ln s|$ when $s\to0$. The expansion then gives the leading coefficients in a regime where $s$ is below $1/\tau$ but the logarithm times its small prefactor is still small. In a one-dimensional conductor with a single channel, the electrons are localized over a distance comparable with the mean free path. No such regime exists there, and the expansion is only formal.

### Entry 4. Many bands: the driving term

Now let $H_0(\mathbf k)$ be a matrix in a set of orbitals that does not depend on $\mathbf k$, with eigenvectors $|u_\alpha(\mathbf k)\rangle$ and energies $\varepsilon_\alpha(\mathbf k)$. Assume that the position operator has no elements between different orbitals and that the Bloch sums carry the phase $e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau)}$ of each orbital centre $\boldsymbol\tau$. Otherwise $\mathbf r$ contains an extra matrix in the orbital indices, which adds to the Berry connection below; on-site s-p dipoles are an example. Under this assumption $\mathbf r=i\partial_{\mathbf k}$ still holds in the orbital basis, and the calculation of Entry 2 gives $D=\mathbf E\cdot\partial_{\mathbf k}\rho_0(\mathbf k)$, now with

$$\rho_0(\mathbf k)=\sum_\gamma f_\gamma\,|u_\gamma\rangle\langle u_\gamma|,\qquad f_\gamma=f(\varepsilon_\gamma).$$

The derivative acts on the occupations and on the eigenvectors:

$$\langle u_\alpha|\partial_{\mathbf k}\rho_0|u_\beta\rangle=\delta_{\alpha\beta}\,\partial_{\mathbf k}f_\alpha+f_\beta\langle u_\alpha|\partial_{\mathbf k}u_\beta\rangle+f_\alpha\langle\partial_{\mathbf k}u_\alpha|u_\beta\rangle .$$

Orthonormality gives $\langle\partial_{\mathbf k}u_\alpha|u_\beta\rangle=-\langle u_\alpha|\partial_{\mathbf k}u_\beta\rangle$. With the Berry connection $\mathbf A_{\alpha\beta}=i\langle u_\alpha|\partial_{\mathbf k}u_\beta\rangle$,

$$D_{\alpha\beta}=\mathbf E\cdot\left[\delta_{\alpha\beta}\,\partial_{\mathbf k}f_\alpha-i\mathbf A_{\alpha\beta}(f_\beta-f_\alpha)\right].$$

The first term shifts electrons within a band. The second mixes bands of different occupation. Both are of order $\lambda^0$.

### Entry 5. Many bands: the collision operator

The steps of Entry 2 carry over with matrices. The fluctuating part obeys $sh+i[H_0,h]=-i\lambda[U,G]$ to leading order. Denote by $R$ the inverse of the map $X\mapsto sX+i[H_0,X]$. Then $h=-i\lambda R[U,G]$, and the averaged equation is

$$sG+i[H_0,G]+\lambda^2J(G)=D,\qquad J(G)=\langle[U,R[U,G]]\rangle .$$

The new feature is the commutator $i[H_0,G]$, which vanishes for one band. In the band basis its elements are $i(\varepsilon_\alpha-\varepsilon_\beta)G_{\alpha\beta}$.

For a band-diagonal argument $F$ the elements of $J$ follow by writing out both commutators. A prime marks quantities at $\mathbf k'$:

$$J_{\alpha\beta}(F)=\sum_{\gamma\mathbf k'}\left\langle U^{\alpha\gamma}_{\mathbf k\mathbf k'}U^{\gamma\beta}_{\mathbf k'\mathbf k}\right\rangle\left[\frac{F_\beta-F'_\gamma}{s+i(\varepsilon'_\gamma-\varepsilon_\beta)}+\frac{F_\alpha-F'_\gamma}{s+i(\varepsilon_\alpha-\varepsilon'_\gamma)}\right].$$

The first fraction comes from $U$ standing to the left of $R[U,F]$. The second comes from $U$ standing to the right; the minus sign of the commutator has been used to reverse the difference in its numerator.

As $s\to0$, $1/(s+ix)\to\pi\delta(x)-i\,{\rm P}(1/x)$, where P denotes the principal value. For $\alpha=\beta$ the principal values cancel and

$$J_{\alpha\alpha}(F)=2\pi\sum_{\gamma\mathbf k'}\left\langle|U^{\alpha\gamma}_{\mathbf k\mathbf k'}|^2\right\rangle\delta(\varepsilon_\alpha-\varepsilon'_\gamma)(F_\alpha-F'_\gamma).$$

For $\alpha\neq\beta$ both delta functions and principal values remain.

### Entry 6. Counting powers

Insert $G=\sum_p\lambda^pG_p$ at $s\to0$ and suppose first that the lowest power is $-2$. The driving term enters at order $\lambda^0$, and collisions raise the power by at least two. The lowest orders read

$$\lambda^{-2}:\ [H_0,G_{-2}]=0,\qquad \lambda^{-1}:\ [H_0,G_{-1}]=0,\qquad \lambda^0:\ i[H_0,G_0]+J(G_{-2})=D.$$

Since $\varepsilon_\alpha\neq\varepsilon_\beta$ at each $\mathbf k$, the first two equations make $G_{-2}$ and $G_{-1}$ band-diagonal. Set $G_{-2}=F$. The band-diagonal part of the third equation loses its commutator and becomes

$$J_{\alpha\alpha}(F)=\mathbf E\cdot\partial_{\mathbf k}f_\alpha,$$

the Boltzmann equation for many bands. The band-off-diagonal part is $i(\varepsilon_\alpha-\varepsilon_\beta)G_{0,\alpha\beta}=D_{\alpha\beta}-J_{\alpha\beta}(F)$, which is the formula stated at the start.

**Could a more singular power occur?** If the lowest power were $-p$ with $p>2$, the same counting would give a band-diagonal $G_{-p}$ with $J_{\alpha\alpha}(G_{-p})=0$. Multiply this by $G_{-p,\alpha}$, sum over all states, and symmetrize:

$$\pi\sum_{\alpha\gamma\mathbf k\mathbf k'}\left\langle|U^{\alpha\gamma}_{\mathbf k\mathbf k'}|^2\right\rangle\delta(\varepsilon_\alpha-\varepsilon'_\gamma)(G_{-p,\alpha}-G'_{-p,\gamma})^2=0 .$$

If impurities connect all states of equal energy, $G_{-p}$ is a function of energy alone. Conservation of energy excludes it. For any function $\Phi$, the trace per volume of $\Phi(H)$ with the linear equation of Entry 1 removes $[H,g]$ and leaves $s\,{\rm Tr}\,\Phi(H)g={\rm Tr}\,\Phi(H)D$. Cyclic reordering turns ${\rm Tr}\,\Phi(H)[\mathbf r,f(H)]$ into ${\rm Tr}\,\Phi(H)f'(H)[\mathbf r,H]={\rm Tr}[\mathbf r,\Psi(H)]$ with $\Psi'=\Phi f'$. The elements of $[\mathbf r,\Psi]$ diagonal in position are zero, so the trace is zero. At leading order this says that $G_{-p}$ sums to zero on each energy shell. A function of energy with that property vanishes.

**Limit: inert bands.** If the eigenvectors do not depend on $\mathbf k$ in the basis of Entry 4, where $\mathbf r=i\partial_{\mathbf k}$ (this excludes, for example, isolated dimers, whose eigenvectors acquire site phases and which do polarize), and $U$ is the same for all orbitals, then $\mathbf A_{\alpha\beta}=0$ for $\alpha\ne\beta$ and $U^{\alpha\gamma}\propto\delta_{\alpha\gamma}$. Both sources of coherence vanish, and each band obeys the equation of Entry 2.

**Limit: nearly touching bands.** Suppose that collisions also damp a coherence at a rate $\gamma_c\propto\lambda^2$. For a splitting $\Delta$ and a source $S$ of order $\lambda^0$,

$$(i\Delta+\gamma_c)G_{\alpha\beta}=S,\qquad G_{\alpha\beta}=\frac{S}{i\Delta+\gamma_c}.$$

For $\Delta\gg\gamma_c$ this is $-iS/\Delta$, of order $\lambda^0$. For $\Delta\ll\gamma_c$ it is $S/\gamma_c$, of order $\lambda^{-2}$. The separation into orders thus needs $\Delta\tau\gg1$. Otherwise $G$ must be kept as a matrix and the averaged equation of Entry 5 solved as it stands.

## Second half: a massive Dirac band

For weak disorder and well-separated bands, this part has shown that the band-diagonal response starts at order $\lambda^{-2}$ and obeys the Boltzmann equation, while the interband response starts at order $\lambda^0$ and is driven by both the field and the impurities. It remains to evaluate both for a massive Dirac band and to compare them with a calculation that does not expand in $\lambda$.
